# Odd flexoelectric polarization and its vanishing integral across an Ising wall, part 1

(Sections cited here and not found follow in the second part.)

## First half: from strain gradients to an odd normal polarization

When a 180-degree domain wall is put into a model of a memory capacitor, one must decide whether to give it a dipole layer. A net polarization normal to the wall would make the electrostatic potential differ between the two domains, and the calculation would need a jump condition there. A normal polarization that is odd about the wall centre needs no such jump, although it still produces a local potential well or hump. It also permits a calculation on half the wall, with zero normal polarization at the centre. The choice depends on the symmetry of the flexoelectric response and on the conditions that protect this symmetry.

Let \(x\) be the coordinate normal to a planar wall. The main polarization \(P_z(x)\) lies in the wall plane and changes from \(-P_s\) at \(x=-\infty\) to \(+P_s\) at \(x=+\infty\). In a symmetric Ising wall it is odd, \(P_z(-x)=-P_z(x)\), and passes through zero without a spontaneous rotation. The question concerns the small component \(P_x(x)\). A prime denotes \(d/dx\), and SI units are used in the derivation.

The non-polar parent crystal is taken to have an inversion centre and mirror planes normal to \(x\), \(y\) and \(z\). The mirror normal to \(y\) reverses \(P_y\) and the shears containing one index \(y\), but leaves \(P_x\) and \(P_z\) unchanged. These other quantities therefore have no linear driving term and may be set to zero, provided that they have no instability of their own.

Everything depends on \(x\) alone. Compatibility of the displacements then fixes the in-plane strains at uniform values. The normal strain \(u=u_{xx}\) and the engineering shear \(e=2u_{xz}\) can vary, because they are derivatives of displacements with respect to \(x\). To the order kept here, the energy density without the electric field energy is

\[
\begin{aligned}
W={}&\frac{A_0}{2}P_z^2+\frac{B_0}{4}P_z^4+\frac{a_0}{2}P_x^2
+\frac{b_0}{2}P_x^2P_z^2+\frac{d_0}{4}P_x^4\\
&+\frac{g_0}{2}P_z'^2+\frac{h_0}{2}P_x'^2
+\frac c2u^2+ru-(qP_z^2+q_xP_x^2)u+fuP_x'\\
&+\frac C2e^2-sP_xP_ze+FeP_z'.
\end{aligned}
\]

The constants \(c\) and \(C\) are elastic stiffnesses. The constants \(q,q_x,s\) describe electrostriction, and \(f,F\) describe flexoelectricity. The term \(ru\) contains the elastic effect of the fixed in-plane strains; their products with \(P_x^2\) and \(P_z^2\) are already included in \(a_0\) and \(A_0\). The flexoelectric term can also be written with a strain gradient, since

\[
fuP_x'=(fuP_x)'-fu'P_x.
\]

The total derivative does not affect the equations inside the crystal. The remaining term shows that a gradient of strain acts as a field on \(P_x\).

Mechanical equilibrium in the normal direction requires \(\partial W/\partial u\), the normal traction, to be uniform. The shear traction \(\partial W/\partial e\) is uniform for the same reason. Both are zero when the crystal carries no external traction on planes normal to \(x\). Hence

\[
cu+r-qP_z^2-q_xP_x^2+fP_x'=0,
\]

\[
Ce-sP_xP_z+FP_z'=0.
\]

With the abbreviations

\[
S=qP_z^2+q_xP_x^2-fP_x'-r,\qquad T=sP_xP_z-FP_z',
\]

the solutions are \(u=S/c\) and \(e=T/C\). The part of the energy containing \(u\) is \(cu^2/2-Su\), which becomes \(-S^2/(2c)\). The shear part similarly becomes \(-T^2/(2C)\). It is legitimate to substitute before varying the polarization: the energy is stationary with respect to both strains, so their dependence on polarization adds nothing to its first variation.

The first square gives

\[
\begin{aligned}
-\frac{S^2}{2c}={}&-\frac{q^2}{2c}P_z^4-\frac{q_x^2}{2c}P_x^4
-\frac{f^2}{2c}P_x'^2-\frac{r^2}{2c}\\
&-\frac{qq_x}{c}P_x^2P_z^2+\frac{qf}{c}P_z^2P_x'
+\frac{qr}{c}P_z^2\\
&+\frac{q_xf}{c}P_x^2P_x'+\frac{q_xr}{c}P_x^2-\frac{fr}{c}P_x'.
\end{aligned}
\]

Here \(r^2/(2c)\) is constant, while \(P_x^2P_x'=(P_x^3/3)'\) and \(P_x'\) are total derivatives. The important cross term can be rewritten as

\[
\frac{qf}{c}P_z^2P_x'
=\left(\frac{qf}{c}P_z^2P_x\right)'
-\frac{qf}{c}P_x(P_z^2)'.
\]

The shear contribution is

\[
-\frac{T^2}{2C}=-\frac{s^2}{2C}P_x^2P_z^2
+\frac{sF}{C}P_xP_zP_z'-\frac{F^2}{2C}P_z'^2.
\]

Because \(P_zP_z'=(P_z^2)'/2\), its middle term has the same form as the normal-strain coupling. Together they give

\[
W_{\rm fl}=-\lambda P_x(P_z^2)',\qquad
\lambda=\frac{qf}{c}-\frac{sF}{2C}.
\]

This is the effective flexoelectric coupling at the wall. The same mirrors also allow bare terms \(P_z^2P_x'\) and \(P_xP_zP_z'\) in the energy, which were left out above. Up to a total derivative they have the same form, so they would only add a constant to \(\lambda\) and leave the parity argument unchanged. Electrostriction makes the strain follow \(P_z^2\), and flexoelectricity makes its gradient act on \(P_x\). The relative minus sign means that the normal-strain and shear routes oppose one another when both products \(qf\) and \(sF\) are positive.

Collecting the remaining terms gives the effective coefficients

\[
A=A_0+\frac{2qr}{c},\qquad
B=B_0-\frac{2q^2}{c},\qquad
a=a_0+\frac{2q_xr}{c},
\]

\[
b=b_0-\frac{2qq_x}{c}-\frac{s^2}{C},\qquad
d=d_0-\frac{2q_x^2}{c},
\]

\[
g=g_0-\frac{F^2}{C},\qquad h=h_0-\frac{f^2}{c}.
\]

The factors of two arise because the energy contains \(A/2\), \(B/4\), \(a/2\), \(b/2\) and \(d/4\). The conditions \(g>0\) and \(h>0\) are needed. If flexoelectricity made either coefficient negative, short-wavelength modulation would lower the energy and this gradient expansion would not be sufficient.

A varying normal polarization also creates bound charge, \(\rho_b=-P_x'\), so its electric field must be included. Let \(\varepsilon_b\) be the relative permittivity of the background, excluding the response already represented by \(P_x\). Without free charge, Gauss's law makes

\[
D_x=\varepsilon_0\varepsilon_bE_x+P_x
\]

uniform. Far from the wall \(P_x=0\), and there is no applied normal field. Thus \(D_x=0\) everywhere and

\[
E_x=-\frac{P_x}{\varepsilon_0\varepsilon_b}.
\]

The associated field energy density is

\[
\frac12\varepsilon_0\varepsilon_bE_x^2
=\frac{P_x^2}{2\varepsilon_0\varepsilon_b}.
\]

Its derivative with respect to \(P_x\) is \(-E_x\), so the force on \(P_x\), which is minus this derivative, is the depolarizing field. If the two distant domains were instead held at equal potential over a length \(\ell\), the condition \(\int E_x\,dx=0\) would give \(D_x\ell=\int P_x\,dx\). An odd \(P_x\) makes this \(D_x\) zero as well, so it satisfies both electrical conditions.

The energy density relevant to the wall is now, apart from constants and total derivatives,

\[
\begin{aligned}
w_{\rm tot}={}&\frac A2P_z^2+\frac B4P_z^4+\frac g2P_z'^2
+\frac12\left(a+\frac1{\varepsilon_0\varepsilon_b}\right)P_x^2\\
&+\frac b2P_x^2P_z^2+\frac d4P_x^4+\frac h2P_x'^2
-\lambda P_x(P_z^2)'.
\end{aligned}
\]

Variation with respect to \(P_x\) gives

\[
-hP_x''+K(x)P_x+dP_x^3=\lambda(P_z^2)',
\]

\[
K(x)=K_0+bP_z^2,\qquad
K_0=a+\frac1{\varepsilon_0\varepsilon_b}.
\]

To vary \(P_z\), it is convenient to replace the coupling by \(\lambda P_z^2P_x'\), from which it differs by a total derivative. This gives

\[
AP_z+BP_z^3-gP_z''+bP_x^2P_z+2\lambda P_zP_x'=0.
\]

The induced \(P_x\) is proportional to \(\lambda\) at leading order. The last two terms in the equation for \(P_z\) are consequently of order \(\lambda^2\). Dropping them for the moment, and taking \(A=-|A|\) and \(B>0\), gives \(P_s^2=|A|/B\) in the domains. Try

\[
P_z=P_st,\qquad t=\tanh(x/w).
\]

Since \(t'=(1-t^2)/w\), a second derivative gives \(t''=-2t(1-t^2)/w^2\). Substitution yields

\[
P_st(1-t^2)\left(-|A|+\frac{2g}{w^2}\right)=0.
\]

The wall half-width therefore satisfies \(w^2=2g/|A|\). The source acting on \(P_x\) is

\[
\lambda(P_z^2)'=\frac{2\lambda P_s^2}{w}t(1-t^2).
\]

It is zero at the centre, has opposite signs on the two flanks and decays in the domains. For \(\lambda>0\) it points away from the centre on both sides. Physically, \(P_z^2\) has a minimum at the wall. The electrostrictive strain has a corresponding extremum there, and its gradients on the two flanks are opposite.

An odd source suggests an odd response, but the response operator must also be examined. The proof does not require the hyperbolic tangent; it is enough that \(P_z\) is odd. Then \(P_z^2\) and \(K\) are even, while \((P_z^2)'\) is odd. Suppose that \(P_x(x)\) is a localized solution, and define

\[
R(x)=-P_x(-x).
\]

Two derivatives give \(R''(x)=-P_x''(-x)\). Evaluating the equation for \(P_x\) at \(-x\) gives

\[
-hP_x''(-x)+K(x)P_x(-x)+dP_x^3(-x)
=-\lambda(P_z^2)'(x).
\]

Multiplication by \(-1\) then shows that

\[
-hR''+KR+dR^3=\lambda(P_z^2)'.
\]

Thus \(R\) is also a solution. If the localized solution is unique, \(R=P_x\), which is the statement that \(P_x\) is odd.

To establish uniqueness, let \(P_1\) and \(P_2\) be two localized solutions for the same \(P_z\), with difference \(\delta=P_1-P_2\). Subtraction of their equations gives

\[
-h\delta''+K\delta+d(P_1^2+P_1P_2+P_2^2)\delta=0.
\]

Multiply by \(\delta\) and integrate. The boundary term \(-h\delta\delta'\) vanishes, so

\[
\int_{-\infty}^{\infty}\left[h\delta'^2+K\delta^2
+d(P_1^2+P_1P_2+P_2^2)\delta^2\right]dx=0.
\]

The quadratic expression multiplying \(d\) is non-negative, because it equals \((P_1+P_2/2)^2+3P_2^2/4\). Let \(d\ge0\), and let the operator \(-h\,d^2/dx^2+K\) have a positive lowest eigenvalue and a positive lower limit to its continuous spectrum. The first two terms are then positive for every nonzero localized \(\delta\), so the equation requires \(\delta=0\). The solution is unique and hence odd. A simple sufficient condition is \(h>0\) together with \(K(x)\) bounded below by a positive number.

Since \(P_x\) decays in the domains, its integral exists. Oddness gives

\[
\int_{-\infty}^{\infty}P_x(x)\,dx
=\int_0^{\infty}[P_x(x)+P_x(-x)]\,dx=0.
\]

This result includes the field that \(P_x\) creates and its cubic restoring force. It also includes the reaction of \(P_x\) on \(P_z\), provided that the coupled wall retains an odd \(P_z\). The coupled equations permit this: an odd \(P_x\) has an even derivative, so every term in the equation for \(P_z\) is odd.

For a symmetric wall with odd \(P_z\), \(d\ge0\) and a positive stiffness operator, the flexoelectric component \(P_x\) is odd and its integral across the wall is zero. What remains is to find the size of \(P_x\), to see when this result fails, and to work through a film-scale example.
